# The Kittel–Van Vleck relation and orbital moments in iron, cobalt and nickel

## 1. What symmetry fixes

In a cubic ferromagnet, let $\mathbf S$ be the total electron spin and $\mathbf L$ the total orbital angular momentum, summed over atomic sites. If the crystal has removed the orbital moment that a free atom would have, the $\mathbf L$ that remains must be induced by spin-orbit coupling. To first order this coupling supplies one spin operator, so $L_a=\sum_b\Lambda_{ab}S_b$ with a constant tensor $\Lambda$. Cubic rotations leave no tensor of this kind other than a multiple of the unit tensor. Hence

$$\mathbf L=2\epsilon\,\mathbf S .\tag{1}$$

The number $\epsilon$ is dimensionless and linear in the spin-orbit constant $\xi$. It must therefore be of the form $\xi/\Delta$ times a pure number, where $\Delta$ is a typical orbital excitation energy.

Hartree atomic units are used, with $\hbar=1$ and Bohr magneton $\tfrac12$. The spin factor of the free electron is taken as 2. The magnetic moment is

$$\boldsymbol\mu=-\tfrac12(\mathbf L+2\mathbf S),$$

where the minus sign comes from the electron charge. Its orbital part is $-\tfrac12\mathbf L$ and its spin part is $-\mathbf S$, so

$$\frac{\mu_L}{\mu_S}=\frac{L}{2S}=\epsilon .$$

Two experiments see this ratio differently. Magnetic resonance measures the spectroscopic factor $g$, defined by the precession frequency $\omega=\tfrac12 gB$. Rotation of a freely suspended sample on reversal of its magnetization measures the magnetomechanical factor $g'$, the ratio of moment to angular momentum in units of the Bohr magneton. The claim is that $g-2\simeq 2-g'\simeq2\epsilon$ for small $\epsilon$.

## 2. Quenching in the unperturbed state

Write $H=H_0+V$. Here $H_0$ contains kinetic energy, crystal potential and electron repulsion, but no spin operators, and

$$V=\sum_i\xi_i\,\mathbf l_i\cdot\mathbf s_i$$

is the spin-orbit coupling. Assume that the ground level of $H_0$ is degenerate in spin alone: it consists of the $2S+1$ states of one total spin $S$. Let $P$ project on this multiplet, $Q=1-P$, and let $E_0$ be its energy.

Since $H_0$ is real and free of spin, the multiplet can be written with real coefficients in the basis of positions and $s_z$. The operator $L_a$ is imaginary in that basis. A Hermitian imaginary operator has zero expectation value in a real state. Since $L_a$ does not act on spin, $PL_aP$ is a multiple of $P$, and that multiple is therefore zero:

$$P\mathbf LP=0 .$$

The same reasoning covers $V$. The operators $\sum_i\xi_i l_{ia}s_{ib}$, with $a$ fixed and $b=x,y,z$, form a vector in spin space. Within the multiplet they equal $c_aS_b$. The component $b=z$ is imaginary, so its expectation value in the real state with $S_z=S$ vanishes. Thus $c_a=0$ for each $a$, and $PVP=0$.

## 3. The dressed multiplet

Spin-orbit coupling mixes excited orbital states into the multiplet. Describe this by a unitary operator $e^W$, with $W$ anti-Hermitian, of first order in $V$, and connecting $P$ with $Q$ only. The first-order coupling between the two spaces is removed if $Q[H_0,W]P=-QVP$. Acting on $P$, $H_0$ gives $E_0$, so

$$QWP=-RVP,\qquad PWQ=PVR,\qquad R=Q(H_0-E_0)^{-1}Q .$$

The second equation follows from $W^\dagger=-W$. An operator $O$ is represented inside the original multiplet by

$$Pe^{-W}Oe^{W}P=POP+P[O,W]P+O(V^2).$$

For $O=\mathbf S$, the operator maps the multiplet into itself and commutes with $P$. Therefore

$$P[\mathbf S,W]P=\mathbf S\,PWP-PWP\,\mathbf S=0,$$

because $PWP=0$. Measured spin and the spin operator that labels the dressed states, called the pseudospin $\tilde{\mathbf S}$, agree to first order.

For $O=\mathbf L$ the zeroth-order term vanishes, and the first-order term survives:

$$P[L_a,W]P=-P(L_aRV+VRL_a)P=2\epsilon\,\tilde S_a .\tag{2}$$

The last equality is the symmetry argument of Section 1. Spin-orbit coupling thus creates an orbital moment at first order but changes the spin only at second order.

## 4. The two factors at leading order

**Resonance.** In a weak field the Zeeman energy $\tfrac12\mathbf B\cdot(\mathbf L+2\mathbf S)$, represented in the dressed multiplet, becomes

$$H_{\rm eff}=\tfrac12(2+2\epsilon)\,\mathbf B\cdot\tilde{\mathbf S}=\tfrac12 g\,\mathbf B\cdot\tilde{\mathbf S},\qquad g=2(1+\epsilon).\tag{3}$$

The commutators $[\tilde S_x,\tilde S_y]=i\tilde S_z$ and their cyclic partners give

$$\frac{d\tilde{\mathbf S}}{dt}=i[H_{\rm eff},\tilde{\mathbf S}]=\tfrac12 g\,\mathbf B\times\tilde{\mathbf S}.$$

This is precession at $\omega=\tfrac12gB$, so $g$ in (3) is the spectroscopic factor. The orbital moment adds to the coupling with the field, while the angular momentum that governs the dynamics remains that of the spin. Demagnetizing and anisotropy fields, which also shift a measured resonance, are assumed to have been removed from the data.

**Rotation.** Suspend the sample along the field axis and reverse its magnetization. A uniform field along the axis exerts no torque about that axis, so the sum of electronic and body angular momentum is conserved. The body receives the opposite of the change in $\mathbf L+\mathbf S$. The orbital part now counts fully:

$$g'=\frac{L+2S}{L+S}=\frac{2\epsilon S+2S}{2\epsilon S+S}=\frac{2(1+\epsilon)}{1+2\epsilon}.\tag{4}$$

Subtracting (4) from 2 gives

$$2-g'=\frac{2(1+2\epsilon)-2(1+\epsilon)}{1+2\epsilon}=\frac{2\epsilon}{1+2\epsilon}=2\epsilon+O(\epsilon^2),$$

while $g-2=2\epsilon$. Hence

$$g-2\simeq2-g'\simeq2\epsilon .\tag{5}$$

The two deviations have opposite signs because an orbital moment carries half as much magnetic moment per unit angular momentum as a spin. It raises the total moment by the fraction $\epsilon$, but the total angular momentum by $2\epsilon$.

Adding the reciprocals of (3) and (4) gives a more compact form:

$$\frac1g+\frac1{g'}=\frac{1}{2(1+\epsilon)}+\frac{1+2\epsilon}{2(1+\epsilon)}=1 .\tag{6}$$

Since (3) was derived to first order in $V$, equation (6) is not thereby established at second order.

## 5. Where the orbital angular momentum goes

During precession the electronic angular momentum $\mathbf J=\mathbf L+\mathbf S$ turns at the rate $\tfrac12gB$. If $J_\perp$ is its component perpendicular to the field, its rate of change is $\tfrac12gBJ_\perp$.

The field itself supplies the torque $\tfrac12\mathbf B\times(\mathbf L+2\mathbf S)$. By the definition of $g'$, its magnitude is $\tfrac12g'BJ_\perp$. Spin-orbit coupling within an atom commutes with that atom's total $\mathbf l+\mathbf s$ and cannot supply the difference. The crystal potential, which does not commute with $\mathbf L$, must do so:

$$\frac{\text{lattice torque}}{\text{field torque}}=\frac{g-g'}{g'}=\frac g{g'}-1\simeq2\epsilon .\tag{7}$$

The last step uses $g/g'=1+2\epsilon$ from (3) and (4). The two factors differ because the lattice exchanges angular momentum with the electrons during precession.

A free ion has no such lattice torque, and (7) then requires $g=g'$. Take $L=3$, $S=1$, with coupling that makes $J=4$ the ground level. In the state of maximum projection the moment is $3+2=5$ Bohr magnetons and the angular momentum is 4, so both factors are $5/4$. The reciprocals add to $8/5$ instead of 1. Here the orbital moment is not quenched, $PVP\neq0$, and the derivation of Section 3 does not apply.

## 6. The first correction

The difference between (3) and (4) is

$$(g-2)-(2-g')=2\epsilon-\frac{2\epsilon}{1+2\epsilon}=\frac{4\epsilon^2}{1+2\epsilon}.$$

This is of second order in spin-orbit coupling. A consistent correction must also include the second-order change of the spin. Suppose that $\mathbf L$ and $\mathbf S$ remain proportional to $\tilde{\mathbf S}$, and write

$$S=(1-w)\tilde S,\qquad w=O(V^2).$$

The field couples to the true moment, but precession is governed by the pseudospin. Thus $g=(L+2S)/\tilde S$, while $g'$ keeps its definition. Adding reciprocals,

$$\frac1g+\frac1{g'}=\frac{\tilde S+L+S}{L+2S}=1+\frac{\tilde S-S}{L+2S}=1+\frac wg .\tag{8}$$

The last step uses $\tilde S-S=w\tilde S$ and $L+2S=g\tilde S$. Now set $x=g-2$ and solve (8) for $g'$:

$$g'=\frac{g}{g-1+w}=\frac{2+x}{1+x+w},\qquad 2-g'=\frac{x+2w}{1+x+w}.$$

Expanding to second order, with $x$ of first order and $w$ of second, gives $2-g'=x-x^2+2w$. Therefore

$$\boxed{(g-2)-(2-g')=(g-2)^2-2w+O(V^3)} .\tag{9}$$

The first term comes from the different ways in which the two factors count $\mathbf L$. The second comes from spin lost by admixture of other spin directions. The leading relation (5) needs no knowledge of $w$; its correction does.

**An ion for which both terms can be found.** Take $L=3$, $S=1$, $V=\lambda\mathbf L\cdot\mathbf S$, in a cubic field whose lowest orbital level is the singlet

$$|A\rangle=\frac{|2\rangle-|{-2}\rangle}{\sqrt2}.$$

The labels are values of $L_z$. The proportionality assumed above holds here: operators on three states have rank at most two in $\tilde{\mathbf S}$, those odd under time reversal have odd rank, and cubic symmetry makes the remaining vector a multiple of $\tilde{\mathbf S}$.

Acting with $L_z$ gives

$$L_z|A\rangle=2\,\frac{|2\rangle+|{-2}\rangle}{\sqrt2}=2|T_z\rangle ,$$

where $|T_z\rangle$ belongs to the first excited triplet, at energy $\Delta$. By cubic symmetry $L_x$ and $L_y$ lead to its partners with the same strength. In (2), each of the two terms contributes $-\lambda(2^2/\Delta)\tilde S_a$, so

$$2\epsilon=-\frac{8\lambda}{\Delta},\qquad g\simeq2-\frac{8\lambda}{\Delta}.$$

For negative $\lambda$ the orbital and spin moments are parallel.

To find $w$, start from spin projection $+1$. The terms $\lambda(L_xS_x+L_yS_y)$ lead to spin projection 0. Each spin operator has a matrix element of magnitude $1/\sqrt2$, and the two orbital final states are orthogonal. Their total admixed probability is

$$\frac{\lambda^2}{\Delta^2}\,2^2\left(\tfrac12+\tfrac12\right)=\frac{4\lambda^2}{\Delta^2}.$$

Each unit of this probability costs one unit of $S_z$, so $w\simeq4\lambda^2/\Delta^2$. The term $L_zS_z$ leaves the spin projection unchanged. Since $(g-2)^2\simeq64\lambda^2/\Delta^2$, the term $2w$ removes one eighth of the first term in (9).

At $\lambda=-0.01\Delta$, diagonalization gives $g=2.07892$ and $g'=1.92615$. The leading formula gives $g-2=0.080$, against the computed 0.0789. The computed deviations are 0.07892 and 0.07385, differing by 0.00507. Equation (9), with the computed $g$ and $w\simeq0.0004$, gives

$$0.0789^2-2(0.0004)=0.0054,$$

and the remaining difference, about 0.0004, is of third order: keeping one more order in $x-(x+2w)/(1+x+w)$ adds $-x^3+3xw\simeq-0.0004$. The lattice torque is 0.0793 of the field torque, as (7) requires. The numerical check also halves the coupling: the errors of (3) and (6) then fall by factors of 4.04 and 3.89, close to the factor 4 expected at second order.

## 7. The orbital moment of a d band

For a metal there is no gap above the ground state, so the expansion in $V$ is an assumption. The size of $\epsilon$ can still be estimated in mean field, with majority and minority d bands separated by a rigid exchange splitting.

Let the majority spin point along $+z$. To first order, the spin-flip terms $l_xs_x+l_ys_y$ change only the part of the density matrix that connects opposite spins. They do not affect $\langle L_z\rangle$, since $L_z$ is diagonal in spin. What remains is a perturbation $hl_z$, with $h=+\xi/2$ for majority and $h=-\xi/2$ for minority electrons.

For band states $n,m$ at one wave vector, with energies $E$ and occupations $f$, first-order perturbation theory gives

$$\delta\langle l_z\rangle=2h\sum_{n,m}f_n\frac{|\langle m|l_z|n\rangle|^2}{E_n-E_m}.$$

Averaging this sum with the one obtained by exchanging $n$ and $m$ gives

$$\delta\langle l_z\rangle=-h\chi,\qquad
\chi=\sum_{n,m}\frac{f_n-f_m}{E_m-E_n}|\langle m|l_z|n\rangle|^2 .$$

An average over wave vectors is understood, and at a degeneracy the fraction takes its limiting value $-df/dE$. Diagonal elements of $l_z$ vanish for nondegenerate states, because the band Hamiltonian is real in real d orbitals: each site is an inversion centre and d orbitals are even, so the real hopping matrices to $\mathbf R$ and $-\mathbf R$ are equal and the Bloch phases combine into cosines. The Fermi level therefore does not shift at this order. Since lower states are fuller, $\chi\ge0$. Adding the two spins,

$$L=\frac\xi2(\chi_{\min}-\chi_{\rm maj}),\qquad \epsilon=\frac{L}{2S}.\tag{10}$$

A full band has equal occupations and contributes nothing. If the majority band is full, the minority band alone makes $\mathbf L$ parallel to $\mathbf S$. Scaling all band energies by a factor then scales $\chi$ by its inverse, apart from thermal smearing, so $\epsilon\propto\xi/W$ for bandwidth $W$.

**The constant $\xi$.** An electron with potential energy $U(r)$ sees an electric field $\nabla U$. In its moving frame this produces, to lowest order in velocity, a magnetic field $\alpha^2U'(r)\mathbf l/r$, where $\alpha$ is the fine-structure constant. The spin energy in that field is $\alpha^2(U'/r)\mathbf l\cdot\mathbf s$, and Thomas precession halves it. With nuclear charge $Z$ and enclosed electron charge $Q(r)$, Gauss's law gives $U'=(Z-Q)/r^2$. Hence

$$\xi=\frac{\alpha^2}{2}\left\langle\frac{Z-Q(r)}{r^3}\right\rangle_{3d}.$$

For a hydrogen-like 3d level with $Z=10$, this agrees within about 0.1% with the constant extracted from the Dirac levels.

## 8. Estimates for the three metals

The quickest estimate inverts (3). Rough measured values are $g\approx2.1$ for iron and $2.2$ for cobalt and nickel. They give

$$\epsilon_{\rm Fe}\approx\frac{2.1}{2}-1=0.05,\qquad
\epsilon_{\rm Co,Ni}\approx\frac{2.2}{2}-1=0.10 .$$

Equation (6) then predicts $g'=g/(g-1)\approx1.91$ for iron and 1.83 for the other two. Rounding $g$ to one decimal leaves an uncertainty of 0.025 in $\epsilon$, half the value found for iron.

A model calculation gives a separate estimate. The constant $\xi$ comes from spherically averaged Hartree–Fock atoms in the configuration $3d^n4s^2$, using the nuclear and Hartree potentials. The bands are canonical d bands of width 0.20 hartree, with hopping cut off after second neighbours; 0.6 electrons per atom are placed outside them. Occupations are Fermi functions with $k_BT=0.002$ hartree (about 630 K). The exchange splitting is 0.04 hartree times the self-consistent spin moment in Bohr magnetons. Iron is body-centred cubic; face-centred cubic cobalt stands in for the hexagonal metal.

For iron, $\xi=0.00199$ hartree (0.054 eV), $\chi_{\min}=105.6$ and $\chi_{\rm maj}\approx0$ per hartree. Equation (10) gives

$$L\simeq\tfrac12(0.00199)(105.6)=0.105 .$$

Diagonalization with the full spin-orbit coupling gives 0.104. The spin moment is 2.60 Bohr magnetons, so $\epsilon=0.104/2.60=0.040$. The same procedure gives:

| | $\xi$ (hartree) | $2S$ | $L$ | $\epsilon$ | $g$ | $g'$ |
|---|---:|---:|---:|---:|---:|---:|
| Fe | 0.0020 | 2.60 | 0.104 | 0.040 | 2.08 | 1.93 |
| Co | 0.0026 | 1.60 | 0.096 | 0.060 | 2.12 | 1.89 |
| Ni | 0.0033 | 0.57 | 0.047 | 0.083 | 2.17 | 1.86 |

The last two columns follow from (3) and (4). They are not independent calculations of resonance and rotation, and the column for $g$ omits the unknown $w$ of each metal, which would multiply it by $1-w$; given $\epsilon$, $g'$ does not depend on $w$.

The last digits of the table are not converged. With $k_BT=0.0005$ hartree, a finer mesh and the width taken from the true band edges, $\epsilon$ becomes 0.041, 0.061 and 0.086, and for nickel $2S$ rises to 0.595 and $L$ to 0.051. A larger atomic basis raises $\xi$ by about 1%. The configuration matters more: a free atom with the filling of the band model, $3d^{n+1.4}4s^{0.6}$, gives a $\xi$ lower by 13% for iron and 11% for nickel, and $\epsilon$ would fall nearly in proportion.

The ratio doubles from iron to nickel although the orbital moment falls. In (10), $\xi$ rises by a factor $0.00328/0.00199=1.65$. The response per unit spin moment, $(\chi_{\min}-\chi_{\rm maj})/2S$, rises from 41 to 52 per hartree, a factor of about 1.3. Their product accounts for the doubling within this model.

Changing the width from 0.16 to 0.24 hartree at fixed exchange splitting lowers $\epsilon$ from 0.050 to 0.033 for iron, from 0.076 to 0.050 for cobalt, and from 0.104 to 0.069 for nickel. This follows the $1/W$ dependence derived for a full majority band. In nickel that band is not quite full: its spin moment runs from 0.59 to 0.52 over this range, and falls to 0.36 at width 0.24 if the splitting is made self-consistent, although $\epsilon$ then changes only to 0.068. The choice of width thus matters more than the second digit of the table.

At width 0.20 the model values for iron and nickel lie within the rounding range of the first estimate and cobalt lies below it. This pattern depends on the chosen width: at 0.16 all three lie within the range, cobalt only just, and at 0.24 nickel also falls below it. It also depends on $\xi$: the 11% lower constant quoted above would put nickel at width 0.20 at the lower edge of the range, 0.075. The model leaves out hybridization with s states, orbital polarization by electron repulsion, and the exchange contribution to $\xi$. The effect of these omissions has not been tested. The model also puts nearly all d holes of iron in the minority band, which gives a spin moment of 2.60 against a measured total moment of about 2.2 Bohr magnetons, so its band filling is not that of real iron.

Both estimates place the orbital moment at roughly 4–10% of the spin moment. For nickel, (3) and (4) with $w$ omitted give $g-2=0.167$ and $2-g'=0.143$, a difference of 14% relative to $g-2$. For iron the difference is about 7%. By (9), $w$ enters this difference at the same order, so these percentages indicate the size of second-order effects and do not predict the difference itself. The excess of the free-electron factor over 2, neglected throughout, is 0.0023, or about 3% of the model's $g-2$ for iron. At this level the leading relation is adequate for estimating the moment ratio, but a precise comparison of the two experiments would require the second-order term $w$.

## Computed values

```
Model ion L=3, S=1, cubic field, energies in units of the gap
 coupling -0.010: g 2.07892, eps 0.03987, g' 1.92615
  g-2(1+eps) -8.23e-04, 1/g+1/g'-1 1.90e-04
  lattice torque / field torque 0.07931
 coupling -0.005: g 2.03974, eps 0.01997, g' 1.96159
  g-2(1+eps) -2.04e-04, 1/g+1/g'-1 4.90e-05
  lattice torque / field torque 0.03984
 error ratio on halving the coupling: 4.04, 3.89
 free ion: g 1.2500, g' 1.2500, sum of inverses 1.6000
Hydrogen-like 3d, Z=10: xi 6.5742e-04, from Dirac levels 6.5803e-04 hartree
Band model: width 0.20, Stoner parameter 0.04, smearing 0.002 hartree
 electrons outside the d band: 0.6 per atom
Fe (bcc): d electrons 7.4, xi 0.00199 hartree = 0.054 eV
 exchange splitting 0.1040 hartree; chi majority 0.0, minority 105.6 1/hartree
 spin moment 2.599, orbital moment 0.1040 Bohr magneton (first order 0.1049)
 model eps 0.0400, g 2.080, g' 1.926; g-2 0.0801, 2-g' 0.0741
 eps at width 0.16: 0.0499, at 0.24: 0.0334; finer k mesh: 0.0402
 from rough measured g 2.1: eps 0.05, g' 1.91
Co (fcc): d electrons 8.4, xi 0.00258 hartree = 0.070 eV
 exchange splitting 0.0640 hartree; chi majority 0.0, minority 75.4 1/hartree
 spin moment 1.598, orbital moment 0.0964 Bohr magneton (first order 0.0973)
 model eps 0.0603, g 2.121, g' 1.892; g-2 0.1207, 2-g' 0.1077
 eps at width 0.16: 0.0756, at 0.24: 0.0502; finer k mesh: 0.0605
 from rough measured g 2.2: eps 0.10, g' 1.83
Ni (fcc): d electrons 9.4, xi 0.00328 hartree = 0.089 eV
 exchange splitting 0.0228 hartree; chi majority 0.9, minority 30.3 1/hartree
 spin moment 0.567, orbital moment 0.0473 Bohr magneton (first order 0.0481)
 model eps 0.0834, g 2.167, g' 1.857; g-2 0.1669, 2-g' 0.1430
 eps at width 0.16: 0.1042, at 0.24: 0.0691; finer k mesh: 0.0837
 from rough measured g 2.2: eps 0.10, g' 1.83
Neglected excess of the free-electron g over 2: 0.00232
```
